# Franz two-band dispersion and the exponent of a triangular tunnel barrier

## Problem

An electron at the Fermi level of a metal tunnels into the conduction band of an insulating film. The conduction edge lies $\phi = 2$ eV above the Fermi level at the interface and falls linearly with distance under a field of 5 MV/cm. The film is 20 nm thick, its gap is $G = 8$ eV, and the mass at its conduction-band edge is $m = 0.5\,m_0$, where $m_0$ is the free-electron mass.

The simplest calculation of the tunnelling exponent lets the parabolic band continue unchanged into the gap. Franz's dispersion lets the valence band bend it.

1. By what fraction does the exponent change if the parabolic law is replaced by Franz's, with $m$, $\phi$ and the field held fixed?
2. What does the change do to the current, and to a mass extracted from data with the parabolic formula?
3. How does it compare with effects that the ideal triangle leaves out?

**Conventions.** Let $\varepsilon>0$ be the depth of the electron's energy below the local conduction edge, and $\kappa$ the decay constant of its wave function. The two laws are

$$\kappa_{\rm par}^2=\frac{2m}{\hbar^2}\,\varepsilon,\qquad
\kappa_{\rm F}^2=\frac{2m}{\hbar^2}\,\varepsilon\left(1-\frac{\varepsilon}{G}\right).$$

The transmission is written $T\sim e^{-S}$ with the WKB exponent $S=2\int\kappa\,dx$, taken over the forbidden region. The factor 2 appears because $T$ is the square of an amplitude. The symbol $F$ denotes the force on the electron, in energy per length, so 5 MV/cm means $F=0.5$ eV/nm. Incidence is normal, the field is uniform, and the image force is at first left out.

## First estimate by scaling

Both laws give the same tunnel length, because the electron emerges where $\varepsilon=0$:

$$\frac{\phi}{F}=\frac{2\ \text{eV}}{0.5\ \text{eV/nm}}=4\ \text{nm}.$$

This is well inside the film. Only $\kappa$ changes, by the factor $\sqrt{1-\varepsilon/G}$. The change is largest at the metal, where $\varepsilon=\phi$:

$$\sqrt{1-\phi/G}=\sqrt{0.75}=0.866 .$$

There $\kappa$ falls from 5.12 to 4.44 nm$^{-1}$, or by 13 percent. At the exit the change vanishes. The drop in the exponent must therefore lie between zero and 13 percent.

For a single figure, take the middle of the barrier, $\varepsilon=\phi/2$, as typical. With $\sqrt{1-t}\approx1-t/2$,

$$\frac{\Delta S}{S}\approx\frac{1}{2}\,\frac{\phi/2}{G}=\frac{\phi}{4G}=\frac{1}{16}\approx 6\ \text{percent}.$$

The estimate also predicts that mass and field cancel from the fraction, leaving $\phi/G$ as the controlling quantity.

## Solution

### Where the dispersion comes from

Take two bands with edges at energies $0$ and $-G$, coupled by a term linear in the wave number $k$:

$$H(k)=\begin{pmatrix}0&\hbar v k\\ \hbar v k&-G\end{pmatrix}.$$

The condition $\det(H-E)=0$ reads $(-E)(-G-E)-\hbar^2v^2k^2=0$, or

$$E(E+G)=\hbar^2v^2k^2 .$$

Close to the conduction edge $|E|\ll G$, so $E\approx\hbar^2v^2k^2/G$. Setting this equal to $\hbar^2k^2/(2m)$ fixes the coupling, $v^2=G/(2m)$. This is what "unchanged band-edge mass" means: both laws have the same curvature at the edge.

In the gap, put $E=-\varepsilon$ and $k=i\kappa$:

$$-\varepsilon(G-\varepsilon)=-\hbar^2v^2\kappa^2
\quad\Rightarrow\quad
\kappa^2=\frac{\varepsilon(G-\varepsilon)}{\hbar^2v^2}
=\frac{2m}{\hbar^2}\,\varepsilon\left(1-\frac{\varepsilon}{G}\right).$$

This is Franz's law. The decay constant vanishes at both band edges and is largest at midgap. Near the valence edge, $E=-G-\delta$ gives $\delta(G+\delta)=\hbar^2v^2k^2$, the same relation as for the conduction band. The model thus ties the valence mass to the conduction mass in magnitude. It leaves out all other bands.

### From position to energy

In the triangle $\varepsilon(x)=\phi-Fx$, so $dx=-d\varepsilon/F$. As $x$ runs from $0$ to $\phi/F$, $\varepsilon$ runs from $\phi$ to $0$; reversing the limits absorbs the minus sign:

$$S=\frac{2}{F}\int_0^{\phi}\kappa(\varepsilon)\,d\varepsilon .$$

For the parabolic law, $\int_0^\phi\varepsilon^{1/2}d\varepsilon=\tfrac23\phi^{3/2}$, and hence

$$S_{\rm par}=\frac{4\sqrt{2m}}{3\hbar F}\,\phi^{3/2}.$$

For Franz's law, substitute $\varepsilon=G\sin^2\theta$. Then

$$\sqrt{\varepsilon(1-\varepsilon/G)}=\sqrt G\,\sin\theta\cos\theta,\qquad
d\varepsilon=2G\sin\theta\cos\theta\,d\theta .$$

Their product is $2G^{3/2}\sin^2\theta\cos^2\theta\,d\theta$. Since $\sin\theta\cos\theta=\tfrac12\sin2\theta$ and $\sin^22\theta=\tfrac12(1-\cos4\theta)$, it equals $\tfrac14G^{3/2}(1-\cos4\theta)\,d\theta$. Therefore

$$\int_0^\phi\sqrt{\varepsilon\left(1-\frac{\varepsilon}{G}\right)}\,d\varepsilon
=G^{3/2}\left[\frac{\theta_0}{4}-\frac{\sin4\theta_0}{16}\right],
\qquad \sin^2\theta_0=u\equiv\frac{\phi}{G}.$$

Dividing by $\tfrac23\phi^{3/2}=\tfrac23G^{3/2}u^{3/2}$ gives the ratio of exponents:

$$R(u)=\frac{S_{\rm F}}{S_{\rm par}}
=\frac{3}{2u^{3/2}}\left[\frac{\theta_0}{4}-\frac{\sin4\theta_0}{16}\right].$$

Mass and field have cancelled, as the scaling argument predicted. The result requires $\phi<G$, so that the energy stays inside the gap, and a film thicker than $\phi/F$.

### The asked value

Here $u=1/4$, so $\theta_0=\pi/6$, $u^{-3/2}=8$ and $\sin(4\pi/6)=\sqrt3/2$:

$$R=12\left[\frac{\pi}{24}-\frac{\sqrt3}{32}\right]
=\frac{\pi}{2}-\frac{3\sqrt3}{8}=0.9213 .$$

The exponent drops by 7.9 percent relative to its parabolic value.

## Comparison of estimate and solution

The estimate gave 6 percent. To see what it missed, expand the square root,

$$\sqrt{1-t}=1-\frac t2-\frac{t^2}{8}-\frac{t^3}{16}-\dots,\qquad t=\frac{\varepsilon}{G},$$

and average each power of $t$ over the triangle with the parabolic weight $\sqrt t$:

$$\frac{\int_0^u t^{\,n+1/2}dt}{\int_0^u t^{1/2}dt}
=\frac{u^{n+3/2}/(n+3/2)}{u^{3/2}/(3/2)}=\frac{3}{2n+3}\,u^n .$$

With $n=1,2,3$ this yields

$$1-R=\frac{3}{10}u+\frac{3}{56}u^2+\frac{1}{48}u^3+\dots$$

For $u=1/4$ the terms are 7.50, 0.33 and 0.03 percent. The case $n=1$ shows that the mean depth is $\tfrac35\phi$, not $\tfrac12\phi$: the deep part of the barrier contributes more to the exponent because $\kappa$ is larger there. This raises the estimate from 6.25 to 7.5 percent. The curvature of the square root supplies the rest.

Two other cases show how the effect depends on the shape and height of the barrier.

**A thin film.** If the film is so thin that the voltage across it is much smaller than $\phi/e$, the barrier is nearly rectangular and $\varepsilon\approx\phi$ throughout. Then $S=2\kappa(\phi)d$ for thickness $d$, and the drop is $1-\sqrt{1-u}$, the 13 percent that served above as an upper bound. A trapezoidal barrier, whose shallow end is cut off, lies between this value and that of the triangle.

**A barrier as high as the gap.** For $u\to1$, $\theta_0\to\pi/2$ and $R\to3\pi/16\approx0.59$. The path then crosses the whole gap, and the integral becomes the band-to-band tunnelling exponent of the two-band model. The parabolic law is badly wrong here, since it misses the return of $\kappa$ to zero at the valence edge.

For the triangle, the drop grows somewhat faster than in proportion to the barrier height. At the same 8 eV gap it is 3.8, 7.9, 12.1 and 16.7 percent for barriers of 1, 2, 3 and 4 eV.

### Does WKB itself carry the result?

Both exponents rest on WKB, so the comparison was repeated with the full wave equations. With $E_c(x)$ the local conduction edge, the two-band amplitudes $a$ and $b$ obey

$$-i\hbar v\,b'=(E-E_c)\,a,\qquad -i\hbar v\,a'=(E-E_c+G)\,b ,$$

and the parabolic case obeys the Schrödinger equation. They were solved numerically through the triangle, with leads of the same band structure in which the electron has 3 eV of energy above the conduction edge.

Writing $S=B/F$, the slope of $\ln T$ against $1/F$ gives $-B$. Between 2.0 and 2.5 MV/cm the wave equations give $B=136.6$ MV/cm for the parabolic band and 125.8 MV/cm for the two-band case. The WKB values are 136.6 and 125.9 MV/cm. The drop from the wave equations is 7.9 percent, so the result is not an artefact of WKB.

## Reading the numbers

### Current

With $\hbar^2/(2m_0)=0.0381$ eV nm$^2$,

$$\frac{\sqrt{2m}}{\hbar}=\sqrt{\frac{0.5}{0.0381}}=3.62\ \text{nm}^{-1}\text{eV}^{-1/2},$$

$$S_{\rm par}=\frac43\cdot\frac{3.62\times2^{3/2}}{0.5}=27.3,\qquad
S_{\rm F}=0.9213\times27.3=25.2 .$$

The difference of 2.15 raises the exponential by $e^{2.15}=8.6$. A small fractional change matters because it multiplies a large exponent. With the 3 eV leads described above, the full wave equations give a transmission ratio of 8.7 at this field. The difference from 8.6 lies in the prefactor, which depends on the leads: the ratio is 8.2 for leads of 1.5 eV and 9.9 for leads of 6 eV.

The current also involves the spread of incident energies. Let $E$ now be the normal energy measured from the Fermi level, and assume, as a one-dimensional simplification, that transmission depends on $E$ alone. Near the Fermi level $S(\phi-E)\approx S(\phi)-cE$, with

$$c=\frac{dS}{d\phi}=\frac{2\kappa(\phi)}{F}.$$

At zero temperature the number of electrons available at normal energy $E<0$ is proportional to $-E$, so the current contains

$$\int_{-\infty}^0(-E)\,e^{cE}\,dE=\frac1{c^2}.$$

Since $c_{\rm F}^2/c_{\rm par}^2=1-u$, Franz's law gains a further factor $1/(1-u)=4/3$. Summing over energy without the linear approximation gives 1.34, and a total current ratio of 11.6.

At 378 K the ratio falls to 9.0. Heating raises the parabolic current by a factor 2.4 and the Franz current by 1.9. The reason is the smaller $c$: an electron lifted by $E$ gains a factor of about $e^{cE}$ in transmission, which is less for Franz's law.

The simplification matters for these current ratios. If the film's bands are isotropic and the transverse wave number $k_\parallel$ is conserved, the decay constant obeys $\kappa_\perp^2=\kappa_{\rm F}^2(\varepsilon)+k_\parallel^2$, with $\varepsilon$ now set by the total energy. For Franz's law this is not a function of normal energy alone. The further factor is then

$$\frac{1}{\sqrt{1-u}}\cdot\frac{\sqrt u}{\theta_0}=1.155\times0.955\approx1.10$$

instead of $4/3$. The first part comes from the spread in total energy, the second from the spread in $k_\parallel$. The full sums give current ratios of about 9.5 at zero temperature and 7.5 at 378 K, so the values 11.6 and 9.0 are about 20 percent higher than in this isotropic model.

### Field and fitted mass

Because $S\propto1/F$, Franz's law reaches the parabolic exponent of 5 MV/cm already at $5\times0.9213=4.6$ MV/cm.

Now suppose that an exponent following Franz's law has been extracted from data, with the prefactor and the thermal spread already removed, and is fitted with the parabolic formula at a known barrier height. Since $S_{\rm par}\propto\sqrt m$, the fit returns

$$m_{\rm fit}=R^2m=0.849\times0.5\,m_0=0.424\,m_0 ,$$

which is 15 percent below the edge mass. Removing the thermal spread matters at 378 K: it raises the current more at low fields than at high ones, so a mass taken directly from the slope of $\ln(J/F^2)$ against $1/F$, with $J$ the current density, would come out lower still. At this one barrier height the fit hides the nonparabolicity completely in the exponent. It does not carry over to another: a 1 eV barrier would give $0.46\,m_0$ and a 4 eV barrier $0.35\,m_0$. For the same reason, a mass fitted in this way should not be inserted into Franz's law as an edge mass, because the correction would then be counted twice.

### What the triangle leaves out

**Image force.** The electron's attraction to the metal lowers the edge by $A/x$, with $A=e^2/(16\pi\epsilon_0\epsilon_{\rm opt})$. The depth becomes $\varepsilon=\phi-Fx-A/x$. The sum $Fx+A/x$ is smallest at $x=\sqrt{A/F}$, where it equals $2\sqrt{AF}$. For an optical permittivity $\epsilon_{\rm opt}=2$ this is 0.60 eV, so the greatest depth is 1.4 eV instead of 2 eV.

The parabolic exponent falls from 27.3 to 23.8, or by 13 percent. This exceeds the change due to Franz's law. The two corrections are also not independent: with the image force in both calculations, Franz's law lowers the exponent from 23.8 to 22.3, a drop of 6.3 percent instead of 7.9. The electron stays closer to the conduction edge, where the two laws agree better. The corresponding factor in the exponential is $e^{1.49}\approx4.4$, about half the value for the bare triangle.

**Trapped charge.** A sheet of $N=10^{12}$ trapped electrons per cm$^2$ makes the field jump by $eN/(\epsilon_0\epsilon_s)$, where $\epsilon_s=3$ is the static permittivity. If the sheet lies in mid-film and the voltage is fixed, half the jump is subtracted on the cathode side and half is added on the anode side. The cathode field falls by 0.30 MV/cm, and the Franz exponent rises by

$$\frac{5.0}{5.0-0.30}-1\approx6.4\ \text{percent}.$$

This is a rise of about 1.6, which offsets about three quarters of the 2.15 by which Franz's law lowers the exponent. The share depends on the sheet density assumed here.

**Barrier height.** From $c_{\rm F}=2\times4.437/0.5=17.7$ eV$^{-1}$, an error of 0.1 eV in $\phi$ shifts $S_{\rm F}$ by about 1.8, or 7 percent. To read the Franz correction from the measured exponent, one must therefore know the barrier to clearly better than 0.1 eV. The edge mass must also be known independently, to clearly better than 15 percent, since a mass lower by that amount has the same effect on the exponent.

### The real case

The gap, mass, permittivities and field are rough values in the regime of carbon-doped silica, used as an interlayer dielectric between metal lines. The 2 eV barrier is the one posed; a clean metal contact may well have a higher one, for which the correction is larger. The field is about 0.7 of a rough breakdown field of 7 MV/cm, so this is a stress condition and not a normal operating point. The assumption most at risk is that electrons cross the film by injection from the metal alone. Leakage can also be assisted by traps in the film. The Poole–Frenkel expression, which doubles the image-force lowering, gives a lowering of 1.2 eV for emission from a charged trap at this field, so that path can be strongly field-dependent too. Where it dominates, the 7.9 percent still describes the injection exponent of the ideal triangle, but it does not predict the change in leakage. Within the injection picture, the image force moves the figure to 6.3 percent. Unequal band masses and the disorder of the film would alter the dispersion itself, by an amount not determined here.

The numerical output below lists the main values used.

## Calculated quantities

```
barrier 2.0 eV, gap 8.0 eV, edge mass 0.50 m0
field 5.0 MV/cm, film 20 nm, voltage 10.0 V
static permittivity 3.0, optical permittivity 2.0
temperature 378 K, kT 0.0326 eV
hbar^2/(2 m0) = 0.03810 eV nm^2
two-band matrix: edge mass 0.5000 m0, valence mass 0.5000 m0
tunnel length phi/F = 4.00 nm
kappa at metal, parabolic = 5.123 1/nm
kappa at metal, Franz = 4.437 1/nm
u = 0.250, theta = 30.00 degrees
ratio R closed form = 0.921277, quadrature = 0.921277
drop of exponent = 7.87 percent
series terms (percent): 7.500, 0.335, 0.033
sum of three series terms = 7.867 percent
slope constant parabolic: WKB 136.62, wave eq. 136.62 MV/cm
slope constant Franz: WKB 125.86, wave eq. 125.84 MV/cm
fields used for wave-equation slope: 2.0 and 2.5 MV/cm
drop from wave equations = 7.89 percent
exponent S parabolic = 27.324, Franz = 25.173, difference = 2.151
exponential current factor = 8.59
transmission factor from wave equations = 8.74
field for same exponent with Franz = 4.61 MV/cm
mass from parabolic fit = 0.4244 m0 (15.1 percent low)
barrier 1 eV: drop 3.84 percent, fitted mass 0.4624 m0
barrier 2 eV: drop 7.87 percent, fitted mass 0.4244 m0
barrier 3 eV: drop 12.14 percent, fitted mass 0.3860 m0
barrier 4 eV: drop 16.70 percent, fitted mass 0.3470 m0
image-force lowering = 0.600 eV
with image force: S parabolic 23.820, Franz 22.331
image force lowers parabolic S by 12.82 percent
Franz drop with image force = 6.25 percent
thermal current gain: parabolic 2.41, Franz 1.88
Franz/parabolic current, summed over energy: 0 K 11.56, warm 9.00
supply factor beyond exponential at 0 K = 1.345
trapped sheet 1.0e+12 1/cm2 in mid-film: field loss 0.302 MV/cm
trapped sheet raises Franz S by 6.42 percent
Poole-Frenkel lowering (optical permittivity) = 1.200 eV
rough breakdown field 7 MV/cm, field used / breakdown = 0.71
```
